# The Thompson Energy Spectrum of Sputtered Atoms and Its Peak

When a 1 keV argon ion strikes solid boron, it sets boron atoms in motion, these strike others, and some of the moving atoms leave through the surface. The energies available inside the solid run up to hundreds of electronvolts, yet the most probable energy of an ejected atom is a few electronvolts. The question is what fixes this energy, and whether it depends on the energy that started the cascade.

## The cascade inside the solid

Primes mark quantities inside the solid: an atom there has kinetic energy \(E'\) and moves at angle \(\theta'\) to the outward surface normal. Outside, the same atom has energy \(E\) and angle \(\theta\). The model has equal masses, hard-sphere collisions with targets at rest, a constant mean free path \(\lambda\), and no energy spent on freeing a struck atom from its site. Primary recoils of energy \(E_0\) start uniformly in space and isotropically in direction, at a rate \(q\) per unit volume and time. The surface is first treated as a plane drawn inside an infinite cascade, so that the flux near it is the bulk flux.

Consider a moving atom of velocity \(\mathbf v\) and energy \(x\) that hits an atom at rest. The centre of mass moves at \(\mathbf v/2\), and an elastic collision only turns the relative velocity. The two final velocities are therefore

\[
\mathbf v_{1,2}=\tfrac12\mathbf v\pm\tfrac12 v\,\mathbf n, \tag{1}
\]

where \(\mathbf n\) is a unit vector, isotropically distributed for hard spheres. With \(c=\mathbf n\cdot\mathbf v/v\), squaring (1) gives the energies

\[
x_{1,2}=\frac{x}{4}(2\pm2c)=\frac{x}{2}(1\pm c). \tag{2}
\]

For isotropic \(\mathbf n\), \(c\) is uniform on \([-1,1]\), so each final energy is uniform on \([0,x]\). One collision at energy \(x\) thus delivers on average \(2\,dE'/x\) atoms into an interval \(dE'\) below \(x\).

Let \(G(E')\,dE'\) be the mean number of atoms, per primary, that emerge from any collision with energy in \(dE'\). Each of them flies freely and then collides once at that energy. Adding the first collision of the primary to all later ones gives

\[
G(E')=\frac{2}{E_0}+2\int_{E'}^{E_0}\frac{G(x)}{x}\,dx . \tag{3}
\]

Differentiation with respect to the lower limit gives \(G'=-2G/E'\), or

\[
\frac{d}{dE'}\left(E'^2G\right)=2E'G+E'^2G'=0 .
\]

Hence \(E'^2G\) is constant. Setting \(E'=E_0\) in (3) gives \(G(E_0)=2/E_0\), which fixes the constant at \(2E_0\):

\[
G(E')=\frac{2E_0}{E'^2}. \tag{4}
\]

The energy carried by emerging atoms per logarithmic interval, \(E'\cdot E'G=2E_0\), is the same at every \(E'\): the inverse square expresses energy passed down the cascade without loss.

Each flight has mean length \(\lambda\). The path travelled per unit volume, time and energy, which equals number density times speed, is the flux

\[
\Phi(E')=q\lambda G(E')=\frac{2q\lambda E_0}{E'^2}. \tag{5}
\]

**Directions.** Isotropic primaries in a uniform infinite medium give an isotropic flux by symmetry. A directed primary leaves a memory, which can be calculated. From (1), an atom emerging with energy \(E'\) from a collision at \(x\) makes an angle \(\psi\) with the incoming direction, where

\[
\cos\psi=\frac{\tfrac12 v(1+c)}{v\sqrt{(1+c)/2}}=\sqrt{\frac{1+c}{2}}=\sqrt{\frac{E'}{x}} ,
\]

and the same relation holds for the partner with \(c\to-c\). The azimuth is random, so each collision multiplies the mean cosine to the primary direction by \(\cos\psi\). Let \(G_1\) be \(G\) times this mean cosine. It obeys

\[
G_1(E')=\frac{2}{E_0}\sqrt{\frac{E'}{E_0}}+2\int_{E'}^{E_0}\frac{G_1(x)}{x}\sqrt{\frac{E'}{x}}\,dx .
\]

Writing \(G_1=\sqrt{E'}\,h\) and dividing by \(\sqrt{E'}\) turns this into \(h=2E_0^{-3/2}+2\int_{E'}^{E_0}(h/x)\,dx\), which has the form of (3). Its solution is \(h=2E_0^{1/2}/E'^2\), and therefore

\[
\langle\cos\rangle=\frac{G_1}{G}=\sqrt{\frac{E'}{E_0}} . \tag{6}
\]

The memory fades as the energy falls, but only as a square root.

## Crossing the barrier

The number of atoms crossing a plane outward per unit area and time is density times normal velocity. For an isotropic flux this is

\[
\frac{\Phi(E')}{4\pi}\cos\theta'\,dE'\,d\Omega' . \tag{7}
\]

The surface binds atoms by an energy \(U\), represented by a planar barrier whose force lies along the normal. Total energy falls by \(U\), while the momentum parallel to the surface, and with it the parallel part of the kinetic energy, is unchanged:

\[
E'=E+U,\qquad E'\sin^2\theta'=E\sin^2\theta . \tag{8}
\]

Subtracting the second relation from the first gives \(E'\cos^2\theta'=E\cos^2\theta+U\). An atom therefore escapes if \(E'\cos^2\theta'>U\); otherwise it is reflected.

To express (7) in outside variables, note that \(E'\) depends on \(E\) alone. The Jacobian is then the product of \(dE'/dE=1\) and the angular factor at fixed energy. Differentiating the second relation in (8) at fixed \(E\) gives

\[
2E'\sin\theta'\cos\theta'\,d\theta'=2E\sin\theta\cos\theta\,d\theta .
\]

The azimuth does not change, so multiplication by \(d\varphi'=d\varphi\) and division by \(2E'\) yield

\[
\cos\theta'\,d\Omega'=\frac{E}{E+U}\cos\theta\,d\Omega . \tag{9}
\]

Inserting (5) and (9) in (7) gives the emission per unit area, time, energy and solid angle:

\[
J(E,\theta)=\frac{1}{4\pi}\,\frac{2q\lambda E_0}{(E+U)^2}\,\frac{E}{E+U}\cos\theta
=\frac{q\lambda E_0}{2\pi}\,\frac{E\cos\theta}{(E+U)^3}. \tag{10}
\]

Two powers of \(E+U\) come from the cascade and the third from refraction. Refraction preserves the cosine law at each energy. Since \(\int\cos\theta\,d\Omega=\pi\) over the hemisphere, the energy spectrum is

\[
J(E)=\frac{q\lambda E_0}{2}\,\frac{E}{(E+U)^3}. \tag{11}
\]

The factor \(E/(E+U)\) has a direct meaning. With \(\mu=\cos\theta'\), the escaping fraction of the outward flux at energy \(E'\) is

\[
\frac{\int_{\sqrt{U/E'}}^1\mu\,d\mu}{\int_0^1\mu\,d\mu}=1-\frac{U}{E'}=\frac{E}{E+U}. \tag{12}
\]

## Normalization and the peak

Writing \(E=(E+U)-U\) in the numerator,

\[
\int_0^\infty\frac{E\,dE}{(E+U)^3}=\int_0^\infty\left[\frac{1}{(E+U)^2}-\frac{U}{(E+U)^3}\right]dE=\frac1U-\frac1{2U}=\frac1{2U}.
\]

The normalized spectrum and its derivative are

\[
f(E)=\frac{2UE}{(E+U)^3},\qquad
f'(E)=2U\,\frac{(E+U)-3E}{(E+U)^4}=\frac{2U(U-2E)}{(E+U)^4}. \tag{13}
\]

The derivative is positive below \(E=U/2\) and negative above it, so there is a single maximum:

\[
E_{\rm peak}=\frac U2,\qquad f(E_{\rm peak})=\frac{2U(U/2)}{(3U/2)^3}=\frac{8}{27U}. \tag{14}
\]

For \(E\ll U\), \(f\approx2E/U^2\): few slow atoms appear because the escape cone closes. For \(E\gg U\), \(f\approx2U/E^2\), the undisturbed cascade. The peak lies between these regimes, and \(E_0\) enters only the prefactor of (11).

The fraction of atoms below \(E\) is

\[
F(E)=\left(\frac{E}{E+U}\right)^2, \tag{15}
\]

since \(F(0)=0\) and \(F'=2\,\frac{E}{E+U}\,\frac{U}{(E+U)^2}=f\). At the peak \(F=(1/3)^2=1/9\), so eight ninths of the atoms are faster than the most probable energy. Setting \(F=1/2\) gives \(E=U/(\sqrt2-1)=(1+\sqrt2)U\) for the median.

**Finite primary energy.** No atom can leave with more than \(E_0-U\), where (11) stops. Primaries that escape without a collision form a separate line at that energy and are left out here. With \(r=U/E_0\), (15) gives the retained norm \((1-r)^2\). Substituting \(y=E+U\), the mean energy is

\[
\langle E\rangle=\frac{2U}{(1-r)^2}\int_U^{E_0}\left[\frac1y-\frac{2U}{y^2}+\frac{U^2}{y^3}\right]dy
=\frac{2U}{(1-r)^2}\left[\ln\frac1r-\frac32+2r-\frac{r^2}{2}\right]. \tag{16}
\]

It grows logarithmically with \(E_0\), while the peak stays fixed as long as \(E_0>3U/2\), the internal energy of the peak atoms.

**Other flux laws.** Let the isotropic flux have the local exponent \(s=-d\ln\Phi/d\ln E'\). The spectrum is proportional to \(\Phi(E+U)\,E/(E+U)\), and its logarithmic derivative vanishes when

\[
\frac1E-\frac{1+s}{E+U}=0\quad\Longrightarrow\quad E_{\rm peak}=\frac Us , \tag{17}
\]

with \(s\) taken at \(E'=E_{\rm peak}+U\). The inverse-square flux has \(s=2\).

**Other variables.** The peak also depends on what is plotted. Per unit speed, \(dE=mv\,dv\) adds a factor \(\sqrt E\), and the maximum of \(E^{3/2}/(E+U)^3\) satisfies \(3/(2E)=3/(E+U)\), so \(E=U\). A detector that measures density instead of flux divides by \(v\). Its distribution per unit energy, \(E^{1/2}/(E+U)^3\), peaks where \(1/(2E)=3/(E+U)\), at \(E=U/5\).

## Boron under 1 keV argon

Take \(U=6\) eV, a rough value for boron, and \(E_0=600\) eV. In a head-on elastic collision an ion of mass \(M\) and speed \(V\) gives an atom of mass \(m\) the speed \(2MV/(m+M)\), hence the fraction \(4mM/(m+M)^2\) of its energy. For masses of 10.81 u and 39.95 u this allows up to 670 eV, so the chosen \(E_0\) is possible but near the upper end.

Equation (14) gives a peak at \(6/2=3.0\) eV with height \(8/(27\times6)=0.049\) per eV for the spectrum without a cutoff; ending it at \(E_0-U\) raises the normalized height by 2%. For the width, put \(e=E/U\). The condition \(f=4/(27U)\) becomes \(27e=2(1+e)^3\), or

\[
(e-2)(2e^2+10e-1)=0 .
\]

The positive roots are \(e=2\) and \(e=(3\sqrt3-5)/2\approx0.098\). The half-height energies are 12.0 eV and 0.59 eV, and the full width is 11.4 eV, nearly four times the peak energy. The median is \(2.414\times6=14.5\) eV without the cutoff and 14.0 eV with it. With \(r=0.01\), (16) gives a mean of \(12\,(4.605-1.5+0.02)/0.980=38.3\) eV. This holds only if all primaries start at 600 eV and move isotropically. The mean is set by the high-energy tail, which directed primaries suppress: if all of them move along the inward normal it drops to about 15 eV, and to about 11 eV with a free surface. A real ion also produces slower primaries, which lower the mean further. Raising \(E_0\) tenfold at fixed \(U\) lifts the mean to 65.0 eV and leaves the peak in place. A boron atom at the peak energy moves at 7.3 km/s; the speed distribution peaks at 10.35 km/s, where \(E=U\).

A simulation that follows velocity vectors through (1), with 8000 isotropic primaries, tests the chain without using (4) or (11). It finds 198.1 atoms per primary emerging from collisions above 6 eV, against \(2(E_0/U-1)=198.0\) from integrating (4). After refraction, the cumulative spectrum differs from (15), divided by \((1-r)^2\), by at most 0.0027 at six energies from 1 to 150 eV. Fitting \(E/(E+U)^p\) below 30 eV gives \(p=3.002\). Separately, a numerical solution of (3), followed by integration over escaping directions, puts the peak at 3.000 eV.

## How far a real peak may move

Each estimate below changes one assumption and, unless stated otherwise, holds \(U\) and \(E_0\) fixed.

**Binding loss.** Suppose each struck atom gives up an energy \(B\) on leaving its site. A recoil that emerges with \(E'\) must then have received \(E'+B\), and for \(E'<E_0-B\) the derivative of the modified (3) is

\[
G'(E')=-\frac{G(E')}{E'}-\frac{G(E'+B)}{E'+B}.
\]

Because \(G\) decreases with energy, the second term is smaller in magnitude than the first. Hence \(s<2\), and by (17) the peak rises. For an assumed \(B=1\) eV it moves to 3.4 eV.

**Softer collisions.** Atoms that repel each other as \(A e^{-R/a}\) approach more closely at higher energy. For equal masses the energy of relative motion is \(E'/2\), so the head-on distance is \(R=a\ln(2A/E')\). If \(\lambda\propto R^{-2}\) while the energy sharing stays uniform, (3) and \(G\) are unchanged, and (5) gives

\[
s=2-\frac{2}{\ln(2A/E')} .
\]

With a round \(A=1000\) eV the peak moves to 3.7 eV, the largest of the single shifts for the parameters assumed here. The value depends on \(A\), running from 4.0 eV at \(A=300\) eV to 3.55 eV at \(A=3000\) eV, and a binding loss of 2 eV would shift the peak about as far.

**Directed primaries.** Ions arriving from outside drive primaries inward. If all move along the inward normal, (6) gives the angular flux, to first order in its anisotropy, as

\[
\frac{\Phi}{4\pi}\left[1-3\sqrt{\frac{E'}{E_0}}\cos\theta'\right],
\]

where the factor 3 reproduces the mean cosine, since \(\langle\cos^2\theta'\rangle=1/3\) over the sphere. At \(E'=9\) eV the mean cosine is 0.12. This sounds small, but escaping atoms move close to the normal, where the correction is largest. Emission at 3 eV falls to 0.67 of the isotropic value in this first-order form (0.66 with the higher angular moments kept), and the peak moves down to 2.8 eV. Slower primaries leave a stronger memory: for \(E_0=200\) eV the same expression puts the peak at 2.5 eV.

**The free surface.** A real solid has no cascade on the vacuum side to send atoms back. A half-space simulation, with primaries starting down to 12 mean free paths and barrier reflection included, gives 0.85 of the yield implied by (11) and a fitted peak of 3.05 eV. Both numbers carry sampling error. Free of sampling noise and with sources at all depths, the yield ratio is 0.87 and the maximum lies at 2.96 eV, so for isotropic primaries the free surface alone barely moves the peak.

For sputtered boron, then, 3 eV is the peak of the stated model, and the single corrections above, taken at \(E_0=600\) eV with the assumed \(A\) and \(B\), place it between about 2.8 and 3.7 eV. This range is not an error bar. Slower primaries or a larger binding loss widen it, and the corrections need not add: in a half-space simulation with inward primaries of 600 eV, the maximum of the spectrum lies between 2.4 and 2.5 eV, lower than either change gives alone. The value of \(U\) is itself rough and moves the peak in proportion. Thermal motion at 300 K, with \(kT=0.026\) eV, is small on this scale. Electronic energy loss, crystal structure and a spread of surface binding sites have not been sized. The spectrum refers to atoms just leaving the surface; in a deposition chamber it applies at the substrate only if collisions with the gas on the way are rare.

These shifts matter when a measured peak is used to infer the barrier through \(U=2E_{\rm peak}\). If the softer-collision estimate held, a true barrier of 6 eV would be read as \(2\times3.69\approx7.4\) eV, about 23% too high relative to the true value. The main computed values are in the numerical output below.

## Values computed for the example and the checks

```
Barrier U (rough, boron): 6.0 eV
Primary recoil energy E0: 600 eV
Argon ion energy: 1000 eV
Boron mass: 10.81 u; argon mass: 39.95 u
Largest energy transfer to boron: 670 eV
Atoms above U per primary, simulation: 198.1
Atoms above U per primary, formula: 198.0
Largest cumulative-spectrum error, simulation: 0.0027
Fitted exponent of (E+U), simulation: 3.002
Escape fraction near Ein = 9 eV, simulation: 0.335
Escape fraction near Ein = 9 eV, formula: 0.331
Peak energy U/2: 3.000 eV
Peak energy, numerical cascade: 3.000 eV
Peak height of f: 0.04938 per eV
Fraction below the peak: 0.1111
Lower half-height energy: 0.588 eV
Upper half-height energy: 12.000 eV
Full width at half height: 11.412 eV
Median energy, no cutoff: 14.49 eV
Mean energy, E0 = 600 eV: 38.3 eV
Mean energy, E0 = 6000 eV: 65.0 eV
Boron speed at E = U/2: 7.32 km/s
Energy at peak of speed distribution: 6.000 eV
Boron speed at E = U: 10.35 km/s
Assumed binding loss per recoil: 1.0 eV
Peak with binding loss: 3.416 eV
Shift of that peak on doubling grid step: 3.3e-05 eV
Assumed repulsion strength: 1000 eV
Peak with energy-dependent free path: 3.693 eV
Mean cosine to primary at Ein = 9 eV: 0.122
Peak with inward primaries: 2.798 eV
Emission at U/2, inward/isotropic primaries: 0.665
Free-surface yield / infinite-medium yield: 0.851
Free-surface fitted exponent of (E+U): 2.97
Free-surface peak from that fit: 3.05 eV
Thermal energy kT at 300 K: 0.0259 eV
```
